# Hellmann–Feynman forces from local and separable pseudopotentials in plane waves: a program that tests the result

```python
"""Result under test: in a fixed plane-wave basis the force on ion I is
   F_I = vol * sum_G i G v_I(G) exp(-i G.R_I) conj(n(G))
         - 2 Re sum_n f_n sum_ij conj(P_i) D_ij dP_j/dR_I  +  F_Ewald,
with no Pulay (basis-motion) term, at any cutoff.
v_I(G): Fourier coefficient of the local pseudopotential of an ion at the origin;
n(G): density coefficient; P_i = <beta_i|psi_n>: projection on a separable projector;
D_ij: projector strengths; f_n = 2: occupation; vol: cell volume.
Model ions, exchange-only LDA, one k-point, Hartree atomic units.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.special import erfc
from scipy.integrate import quad
from scipy.constants import physical_constants

PI = np.pi
L = 7.0
VOL = L**3
N = 16                                   # grid points per cell edge
NPTS = N**3
NOCC = 2                                 # doubly occupied bands
KFRAC = np.array([0.25, 0.25, 0.25])
KVEC = 2 * PI / L * KFRAC

D_A = np.zeros((5, 5))
D_A[:2, :2] = [[0.5, 0.1], [0.1, 0.2]]
D_A[2:, 2:] = 0.2 * np.eye(3)
IONS = [
    dict(name="A", Z=3.0, rloc=0.7, c1=0.0,
         shapes=[("s", 0.6), ("s", 0.9), ("p", 0.7)], D=D_A),
    dict(name="B", Z=1.0, rloc=0.5, c1=-0.5,
         shapes=[("s", 0.5)], D=np.array([[0.2]])),
]
CHARGES = np.array([ion["Z"] for ion in IONS])
R0 = np.array([[0.3, 0.4, 0.5], [1.9, 1.6, 1.4]])
S_SET = [("s", 0.8), ("s", 1.5)]         # Gaussian basis sets for the contrast
SP_SET = S_SET + [("p", 1.2)]

freq = np.rint(np.fft.fftfreq(N, 1.0 / N))
G = 2 * PI / L * np.stack(np.meshgrid(freq, freq, freq, indexing="ij"), -1)
G2 = np.sum(G**2, -1)
G2SAFE = np.where(G2 > 0, G2, 1.0)
COULOMB = np.where(G2 > 0, 4 * PI / G2SAFE, 0.0)


def local_ft(ion, g2):
    """(1/vol) * Fourier integral; at G=0 the finite remainder after removing -Z/r."""
    g2 = np.asarray(g2, float)
    r = ion["rloc"]
    gauss = np.exp(-g2 * r**2 / 2)
    safe = np.where(g2 > 0, g2, 1.0)
    tail = np.where(g2 > 0, -4 * PI * ion["Z"] * gauss / safe,
                    2 * PI * ion["Z"] * r**2)
    return (tail + ion["c1"] * (2 * PI)**1.5 * r**3 * gauss) / VOL


def gaussian_ft(shapes, q):
    """Fourier transforms of normalized s and p Gaussians at the origin."""
    rows = []
    q2 = np.sum(q**2, 1)
    for kind, w in shapes:
        s = ((PI * w**2)**-0.75 * (2 * PI * w**2)**1.5
             * np.exp(-q2 * w**2 / 2) / np.sqrt(VOL)).astype(complex)
        if kind == "s":
            rows.append(s)
        else:
            rows.extend(-1j * np.sqrt(2) * w * q[:, a] * s for a in range(3))
    return np.array(rows)


def placed(shapes, q, position):
    return gaussian_ft(shapes, q) * np.exp(-1j * q @ position)


def plane_waves(ecut):
    r = np.arange(-6, 7)
    m = np.stack(np.meshgrid(r, r, r, indexing="ij"), -1).reshape(-1, 3)
    q = 2 * PI / L * (m + KFRAC)
    keep = np.sum(q**2, 1) / 2 < ecut
    m, q = m[keep], q[keep]
    assert np.max(np.ptp(m, axis=0)) < N // 2     # no aliasing in the density
    return m, q


def density(occ, m):
    n = np.zeros((N, N, N))
    for c in occ.T:
        box = np.zeros((N, N, N), complex)
        box[tuple((m % N).T)] = c
        n += 2 * np.abs(np.fft.ifftn(box) * NPTS)**2 / VOL
    return n


def exchange_potential(n):
    return -(3 / PI)**(1 / 3) * np.cbrt(n)


def local_potential(R):
    return sum(local_ft(ion, G2) * np.exp(-1j * G @ x) for ion, x in zip(IONS, R))


IMAGES = L * np.stack(np.meshgrid(*[np.arange(-2, 3)] * 3, indexing="ij"),
                      -1).reshape(-1, 3)
GE = 2 * PI / L * np.stack(np.meshgrid(*[np.arange(-9, 10)] * 3, indexing="ij"),
                           -1).reshape(-1, 3)
GE = GE[np.sum(GE**2, 1) > 0]
GE2 = np.sum(GE**2, 1)


def ewald(R, split=0.6):
    """Energy and forces of point charges in a neutralizing background."""
    energy = (-split / np.sqrt(PI) * np.sum(CHARGES**2)
              - PI * np.sum(CHARGES)**2 / (2 * VOL * split**2))
    force = np.zeros((len(R), 3))
    for i in range(len(R)):
        for j in range(len(R)):
            vec = R[i] - R[j] - IMAGES
            d = np.linalg.norm(vec, axis=1)
            vec, d = vec[d > 1e-9], d[d > 1e-9]
            zz = CHARGES[i] * CHARGES[j]
            energy += 0.5 * zz * np.sum(erfc(split * d) / d)
            slope = (erfc(split * d) / d**2
                     + 2 * split / np.sqrt(PI) * np.exp(-(split * d)**2) / d)
            force[i] += zz * (slope / d) @ vec
    phases = np.exp(-1j * GE @ R.T)
    S = phases @ CHARGES
    kernel = np.exp(-GE2 / (4 * split**2)) / GE2
    energy += 2 * PI / VOL * np.sum(kernel * np.abs(S)**2)
    for i in range(len(R)):
        w = kernel * np.real(1j * phases[:, i] * S.conj())
        force[i] += 4 * PI / VOL * CHARGES[i] * (w @ GE)
    return energy, force


TERMS = ["kinetic", "Hartree", "exchange", "local", "nonlocal", "ion-ion"]


def energy_terms(occ, R, m, q):
    n = density(occ, m)
    nG = np.fft.fftn(n) / NPTS
    kinetic = np.sum(np.abs(occ)**2 * np.sum(q**2, 1)[:, None])
    hartree = VOL / 2 * np.sum(COULOMB * np.abs(nG)**2)
    exchange = -0.75 * (3 / PI)**(1 / 3) * np.sum(n**(4 / 3)) * VOL / NPTS
    local = VOL * np.sum(nG.conj() * local_potential(R)).real
    nonlocal_ = 0.0
    for ion, x in zip(IONS, R):
        P = placed(ion["shapes"], q, x).conj() @ occ
        nonlocal_ += 2 * np.sum(P.conj() * (ion["D"] @ P)).real
    return np.array([kinetic, hartree, exchange, local, nonlocal_, ewald(R)[0]])


def hamiltonian(n, R, m, q):
    vG = (local_potential(R) + COULOMB * np.fft.fftn(n) / NPTS
          + np.fft.fftn(exchange_potential(n)) / NPTS)
    diff = (m[:, None, :] - m[None, :, :]) % N
    H = vG[diff[..., 0], diff[..., 1], diff[..., 2]]
    H = H + np.diag(np.sum(q**2, 1) / 2)
    for ion, x in zip(IONS, R):
        B = placed(ion["shapes"], q, x)
        H += B.T @ ion["D"] @ B.conj()
    return (H + H.conj().T) / 2


def solve(R, m, q, start=None, basis=None):
    """Self-consistent orbitals; basis: optional columns spanning a smaller space."""
    n = np.full((N, N, N), np.sum(CHARGES) / VOL) if start is None else start
    ns, rs = [], []
    for _ in range(120):
        H = hamiltonian(n, R, m, q)
        if basis is None:
            eps, C = eigh(H, subset_by_index=[0, NOCC])
            small = C
        else:
            eps, small = eigh(basis.conj().T @ H @ basis, basis.conj().T @ basis,
                              subset_by_index=[0, NOCC])
            C = basis @ small
        occ = C[:, :NOCC]
        out = density(occ, m)
        if np.max(np.abs(out - n)) < 1e-11:
            return eps, occ, out, small[:, :NOCC]
        ns, rs = (ns + [n.ravel()])[-8:], (rs + [(out - n).ravel()])[-8:]
        new = ns[-1] + 0.5 * rs[-1]
        if len(ns) > 1:
            dn = np.array([x - ns[-1] for x in ns[:-1]]).T
            dr = np.array([x - rs[-1] for x in rs[:-1]]).T
            g = np.linalg.lstsq(dr, -rs[-1], rcond=None)[0]
            new = new + (dn + 0.5 * dr) @ g
        n = new.reshape(N, N, N)
    raise RuntimeError("self-consistency not reached")


def local_force(occ, R, m):
    nG = np.fft.fftn(density(occ, m)) / NPTS
    return np.array([VOL * np.tensordot(
        np.real(1j * local_ft(ion, G2) * np.exp(-1j * G @ x) * nG.conj()), G, 3)
        for ion, x in zip(IONS, R)])


def nonlocal_force(occ, R, q, inserted):
    """inserted: wave vectors brought down by differentiating the phases."""
    F = np.zeros((len(R), 3))
    for i, (ion, x) in enumerate(zip(IONS, R)):
        Bc = placed(ion["shapes"], q, x).conj()
        P = Bc @ occ
        for a in range(3):
            dP = (1j * Bc * inserted[:, a]) @ occ
            F[i, a] = -4 * np.sum(P.conj() * (ion["D"] @ dP)).real
    return F


def total_force(occ, R, m, q):
    return local_force(occ, R, m) + nonlocal_force(occ, R, q, q) + ewald(R)[1]


def derivative(f, h=0.01):
    return (f(-2 * h) - 8 * f(-h) + 8 * f(h) - f(2 * h)) / (12 * h)


def moved(i, a, s):
    R = R0.copy()
    R[i, a] += s
    return R


def relaxed_slope(i, a, m, q, start, basis_of=None):
    """Derivative of every energy term with orbitals reconverged at each position."""
    def f(s):
        R = moved(i, a, s)
        basis = None if basis_of is None else basis_of(R)
        return energy_terms(solve(R, m, q, start, basis)[1], R, m, q)
    return derivative(f)


# Fourier transforms against direct integration
for ion in IONS:
    for g in (0.0, 1.3):
        r0, z, c1 = ion["rloc"], ion["Z"], ion["c1"]
        value = quad(lambda r: 4 * PI * np.sinc(g * r / PI) * (
            z * r * erfc(r / (np.sqrt(2) * r0))
            + c1 * r**2 * np.exp(-r**2 / (2 * r0**2))), 0, 12, epsabs=1e-11)[0]
        if g > 0:
            value -= 4 * PI * z / g**2
        assert abs(value / VOL - local_ft(ion, g**2)) < 1e-10
step = 0.25
u = np.arange(-36, 37) * step
X = np.stack(np.meshgrid(u, u, u, indexing="ij"), -1).reshape(-1, 3)
qtest = np.array([[0.7, -0.4, 1.1]])
wave = np.exp(1j * X @ qtest[0]) / np.sqrt(VOL)
for ion, x in zip(IONS, R0):
    rel = X - x
    rel2 = np.sum(rel**2, 1)
    direct = []
    for kind, w in ion["shapes"]:
        s = (PI * w**2)**-0.75 * np.exp(-rel2 / (2 * w**2))
        parts = [s] if kind == "s" else [np.sqrt(2) / w * rel[:, a] * s for a in range(3)]
        direct += [np.sum(p * wave) * step**3 for p in parts]
    assert np.allclose(direct, placed(ion["shapes"], qtest, x).conj()[:, 0], atol=1e-9)

# Ewald result must not depend on the splitting parameter
e1, f1 = ewald(R0, 0.4)
e2, f2 = ewald(R0, 0.6)
assert abs(e1 - e2) < 1e-9 and np.max(np.abs(f1 - f2)) < 1e-9

# Reference state
ECUT = 4.0
m, q = plane_waves(ECUT)
eps, occ, n0, _ = solve(R0, m, q)
gap = eps[NOCC] - eps[NOCC - 1]
assert gap > 0.01
terms = energy_terms(occ, R0, m, q)
Floc = local_force(occ, R0, m)
Fnl = nonlocal_force(occ, R0, q, q)
Fion = ewald(R0)[1]
Ftot = Floc + Fnl + Fion

# The k part of the inserted wave vector drops out
k_change = np.max(np.abs(nonlocal_force(occ, R0, q, q - KVEC) - Fnl))
assert k_change < 1e-12

# Frozen-orbital slopes term by term, then slopes of reconverged energies
frozen = np.zeros((2, 3, 6))
relaxed = np.zeros((2, 3, 6))
for i in range(2):
    for a in range(3):
        frozen[i, a] = derivative(lambda s: energy_terms(occ, moved(i, a, s), m, q))
        relaxed[i, a] = relaxed_slope(i, a, m, q, n0)
for col, F in ((3, Floc), (4, Fnl), (5, Fion)):
    assert np.max(np.abs(-frozen[:, :, col] - F)) < 1e-7
Ffd = -relaxed.sum(-1)
max_dev = np.max(np.abs(Ffd - Ftot))
assert max_dev < 1e-7
assert np.max(np.abs(relaxed[1, 0, :3])) > 1e-3      # the orbitals do respond

# Consistency at every cutoff, although the force itself still changes
cut_rows = []
for ecut in (2.0, ECUT, 6.0):
    mc, qc = plane_waves(ecut)
    if ecut == ECUT:
        hf, fd = Ftot[1, 0], Ffd[1, 0]
    else:
        _, oc, nc, _ = solve(R0, mc, qc, n0)
        hf = total_force(oc, R0, mc, qc)[1, 0]
        fd = -relaxed_slope(1, 0, mc, qc, nc).sum()
    assert abs(hf - fd) < 1e-7
    cut_rows.append((ecut, len(qc), hf, fd))
assert abs(cut_rows[0][2] - cut_rows[-1][2]) > 1e-4


def gaussian_case(shapes):
    """x force on ion B with Gaussians carried by the ions or nailed in space."""
    def carried(R):
        return np.vstack([placed(shapes, q, x) for x in R]).T

    U = carried(R0)
    eg, og, ng, small = solve(R0, m, q, n0, U)
    hf = total_force(og, R0, m, q)[1, 0]
    fd_carried = -relaxed_slope(1, 0, m, q, ng, carried).sum()
    fd_nailed = -relaxed_slope(1, 0, m, q, ng, lambda R: U).sum()
    dU = np.zeros_like(U)
    half = U.shape[1] // 2
    dU[:, half:] = -1j * q[:, :1] * U[:, half:]      # only functions on ion B move
    shift = dU @ small
    outside = shift - U @ np.linalg.lstsq(U, shift, rcond=None)[0]
    residual = hamiltonian(ng, R0, m, q) @ og - og * eg[:NOCC]
    pulay = -4 * np.sum(shift.conj() * residual).real
    pulay_outside = -4 * np.sum(outside.conj() * residual).real
    assert abs(fd_nailed - hf) < 1e-7
    assert abs(fd_carried - hf - pulay) < 1e-7
    assert abs(pulay_outside - pulay) < 1e-7         # the part inside the span is inert
    return dict(size=U.shape[1], energy=energy_terms(og, R0, m, q).sum(),
                residual=np.linalg.norm(residual),
                outside=np.linalg.norm(outside) / np.linalg.norm(shift),
                hf=hf, nailed=fd_nailed, carried=fd_carried, pulay=pulay)


s_case = gaussian_case(S_SET)
sp_case = gaussian_case(SP_SET)
assert abs(s_case["pulay"]) > 1e-3
assert abs(s_case["pulay"]) > abs(sp_case["pulay"])
assert s_case["outside"] > sp_case["outside"]
assert s_case["energy"] > sp_case["energy"] > terms.sum()

# Orbital error lam: energy error of second order, force error of first order
rng = np.random.default_rng(3)
noise = rng.normal(size=occ.shape) + 1j * rng.normal(size=occ.shape)
noise /= np.linalg.norm(noise, axis=0)
err_rows = []
for lam in (1e-3, 1e-4):
    bad = np.linalg.qr(occ + lam * noise)[0]
    err_rows.append((lam, energy_terms(bad, R0, m, q).sum() - terms.sum(),
                     np.linalg.norm(total_force(bad, R0, m, q) - Ftot)))
ratio_E = err_rows[0][1] / err_rows[1][1]
ratio_F = err_rows[0][2] / err_rows[1][2]
assert abs(ratio_E / 100 - 1) < 0.05 and abs(ratio_F / 10 - 1) < 0.05

# Net force equals the grid sum of v_x grad n
nG0 = np.fft.fftn(n0) / NPTS
grad = [np.real(np.fft.ifftn(1j * G[..., a] * nG0) * NPTS) for a in range(3)]
net_grid = np.array([np.sum(exchange_potential(n0) * g) * VOL / NPTS for g in grad])
net = Ftot.sum(0)
assert np.max(np.abs(net - net_grid)) < 1e-9

to_eVA = (physical_constants["Hartree energy in eV"][0]
          / (physical_constants["Bohr radius"][0] * 1e10))


def row(v):
    return " ".join(f"{x:11.7f}" for x in v)


print(f"cell edge {L:.1f} bohr, grid {N}^3, k = {KFRAC} (2 pi/L)")
for ion, x in zip(IONS, R0):
    print(f"ion {ion['name']}: Z={ion['Z']:.0f}, rloc={ion['rloc']} bohr, "
          f"C1={ion['c1']} Ha, R={x} bohr")
    print(f"  projectors (type, width/bohr): {ion['shapes']}")
print(f"D of A (Ha): s block {D_A[:2, :2].tolist()}, p {D_A[2, 2]}; "
      f"D of B: {IONS[1]['D'][0, 0]}")
print(f"ion distance {np.linalg.norm(R0[1] - R0[0]):.4f} bohr")
print(f"cutoff {ECUT} Ha, {len(q)} plane waves")
print("lowest three band energies (Ha):", row(eps))
print(f"gap at this k {gap:.5f} Ha; total energy {terms.sum():.8f} Ha")
print("forces (Ha/bohr), components x y z")
for i, name in enumerate("AB"):
    for label, F in (("local", Floc), ("nonlocal", Fnl), ("ion-ion", Fion),
                     ("total", Ftot), ("energy diff.", Ffd)):
        print(f"  {name} {label:13s}{row(F[i])}")
    print(f"  {name} total (eV/angstrom) {row(Ftot[i] * to_eVA)}")
print(f"largest deviation total - energy diff. {max_dev:.1e} Ha/bohr")
print(f"change on replacing k+G by G {k_change:.1e} Ha/bohr")
print("-dE/dx of ion B by term (Ha/bohr): frozen orbitals, relaxed orbitals")
for t, name in enumerate(TERMS):
    print(f"  {name:9s}{row([-frozen[1, 0, t], -relaxed[1, 0, t]])}")
print(f"  {'sum':9s}{row([-frozen[1, 0].sum(), -relaxed[1, 0].sum()])}")
print("cutoff (Ha), plane waves, x force on B: formula, energy diff. (Ha/bohr)")
for ecut, npw, hf, fd in cut_rows:
    print(f"  {ecut:.1f} {npw:4d} {row([hf, fd])}")
print(f"Gaussians per ion (type, width/bohr): set 1 {S_SET}, set 2 {SP_SET}")
print(f"  functions in all: set 1 {s_case['size']}, set 2 {sp_case['size']}")
for key, label in (("energy", "total energy (Ha)"),
                   ("residual", "norm of (H-eps)psi (Ha)"),
                   ("outside", "derivative outside span (fraction)"),
                   ("hf", "x force on B, Hellmann-Feynman (Ha/bohr)"),
                   ("nailed", "energy diff., basis nailed (Ha/bohr)"),
                   ("carried", "energy diff., basis carried (Ha/bohr)"),
                   ("pulay", "Pulay term (Ha/bohr)")):
    print(f"  {label:41s}{row([s_case[key], sp_case[key]])}")
print("orbital error, energy error (Ha), force error norm (Ha/bohr)")
for lam, de, df in err_rows:
    print(f"  {lam:.0e} {de:.4e} {df:.4e}")
print(f"  ratios: energy {ratio_E:.2f}, force {ratio_F:.2f}")
print("net force (Ha/bohr):    ", " ".join(f"{x:.4e}" for x in net))
print("grid sum of v_x grad n: ", " ".join(f"{x:.4e}" for x in net_grid))
print("success")
```

It prints:

```
cell edge 7.0 bohr, grid 16^3, k = [0.25 0.25 0.25] (2 pi/L)
ion A: Z=3, rloc=0.7 bohr, C1=0.0 Ha, R=[0.3 0.4 0.5] bohr
  projectors (type, width/bohr): [('s', 0.6), ('s', 0.9), ('p', 0.7)]
ion B: Z=1, rloc=0.5 bohr, C1=-0.5 Ha, R=[1.9 1.6 1.4] bohr
  projectors (type, width/bohr): [('s', 0.5)]
D of A (Ha): s block [[0.5, 0.1], [0.1, 0.2]], p 0.2; D of B: 0.2
ion distance 2.1932 bohr
cutoff 4.0 Ha, 133 plane waves
lowest three band energies (Ha):  -0.1689493   0.0354387   0.0971504
gap at this k 0.06171 Ha; total energy -2.19383769 Ha
forces (Ha/bohr), components x y z
  A local          0.2675758   0.1826516   0.1180079
  A nonlocal      -0.1218512  -0.0665169  -0.0290426
  A ion-ion       -0.3992456  -0.3064797  -0.2324742
  A total         -0.2535209  -0.1903449  -0.1435089
  A energy diff.  -0.2535209  -0.1903449  -0.1435089
  A total (eV/angstrom) -13.0365697  -9.7879291  -7.3795268
  B local         -0.1755759  -0.1379042  -0.1046734
  B nonlocal       0.0298513   0.0217695   0.0157081
  B ion-ion        0.3992456   0.3064797   0.2324742
  B total          0.2535209   0.1903449   0.1435089
  B energy diff.   0.2535209   0.1903449   0.1435089
  B total (eV/angstrom)  13.0365697   9.7879291   7.3795268
largest deviation total - energy diff. 5.2e-10 Ha/bohr
change on replacing k+G by G 8.0e-17 Ha/bohr
-dE/dx of ion B by term (Ha/bohr): frozen orbitals, relaxed orbitals
  kinetic   -0.0000000   0.1130689
  Hartree    0.0000000   0.0858085
  exchange  -0.0000000  -0.0305772
  local     -0.1755759  -0.4264487
  nonlocal   0.0298513   0.1124238
  ion-ion    0.3992456   0.3992456
  sum        0.2535209   0.2535209
cutoff (Ha), plane waves, x force on B: formula, energy diff. (Ha/bohr)
  2.0   45   0.2706564   0.2706564
  4.0  133   0.2535209   0.2535209
  6.0  238   0.2513756   0.2513756
Gaussians per ion (type, width/bohr): set 1 [('s', 0.8), ('s', 1.5)], set 2 [('s', 0.8), ('s', 1.5), ('p', 1.2)]
  functions in all: set 1 4, set 2 10
  total energy (Ha)                         -1.9333398  -2.0012845
  norm of (H-eps)psi (Ha)                    0.2808507   0.2429276
  derivative outside span (fraction)         0.8275022   0.2442108
  x force on B, Hellmann-Feynman (Ha/bohr)   0.3488077   0.2568386
  energy diff., basis nailed (Ha/bohr)       0.3488077   0.2568386
  energy diff., basis carried (Ha/bohr)      0.2439608   0.2576578
  Pulay term (Ha/bohr)                      -0.1048469   0.0008192
orbital error, energy error (Ha), force error norm (Ha/bohr)
  1e-03 9.2524e-06 1.3200e-04
  1e-04 9.2524e-08 1.3212e-05
  ratios: energy 100.00, force 9.99
net force (Ha/bohr):     -3.6822e-12 -6.6907e-12 -2.6122e-11
grid sum of v_x grad n:  -1.4286e-13 -7.7314e-12 -2.1074e-11
success
```
